\section*{Grain-Charge Variance from Single Collection Events and the Charging-Rate Slope}

\section*{The problem}

A small solid grain in a sputtering plasma collects electrons and positive ions one at a time. Its charge therefore never settles, even in a steady plasma. The task is to find the size of this charge noise, what controls it, and its value for a grain near an argon magnetron.

Let the grain carry charge $-eZ$, with $e>0$ and $Z$ an integer. An electron arrival changes $Z$ to $Z+1$ and occurs at rate $I_e(Z)$; the arrival of a singly charged ion changes $Z$ to $Z-1$ and occurs at rate $I_i(Z)$. Both rates are numbers of events per second. Arrivals are independent, the rates depend on the present charge alone, and the plasma is constant in time. Define
\begin{equation}
D(Z)=I_i(Z)-I_e(Z),\qquad I_e(Z_0)=I_i(Z_0)\equiv I_0,\qquad \nu\equiv D'(Z_0).
\end{equation}
Here $Z_0$, the steady charge, need not be an integer: the rates are smooth functions evaluated between integers. The slope $\nu$ is in s$^{-1}$.

\section*{(a) From events to moments}

\textit{Write the equation for the probability $P(Z,t)$. Derive the equations for the mean and variance without approximating the rates.}

\textbf{Solution.} In a short time $dt$ an event of each kind has probability $I_e\,dt$ or $I_i\,dt$, and two events have probability of order $dt^2$. State $Z$ is entered from $Z-1$ by an electron and from $Z+1$ by an ion, and is left by either event:
\begin{equation}
\frac{dP(Z)}{dt}=I_e(Z-1)P(Z-1)+I_i(Z+1)P(Z+1)-[I_e(Z)+I_i(Z)]P(Z).
\end{equation}
Multiply by a function $f(Z)$ and sum over $Z$. Relabelling $Z-1\to Z$ in the first term and $Z+1\to Z$ in the second gives
\begin{equation}
\frac{d\langle f\rangle}{dt}=\big\langle I_e\,[f(Z+1)-f(Z)]+I_i\,[f(Z-1)-f(Z)]\big\rangle ,
\label{eq:f}
\end{equation}
provided $P$ falls fast enough at large $|Z|$ for the sums to converge. For $f=Z$ the brackets are $+1$ and $-1$. For $f=Z^2$ they are $2Z+1$ and $-2Z+1$. Thus
\begin{align}
\frac{d\langle Z\rangle}{dt}&=-\langle D\rangle,\\
\frac{d\langle Z^2\rangle}{dt}&=-2\langle ZD\rangle+\langle I_e+I_i\rangle .
\end{align}
With $\sigma^2=\langle Z^2\rangle-\langle Z\rangle^2$, subtract $2\langle Z\rangle\,d\langle Z\rangle/dt=-2\langle Z\rangle\langle D\rangle$:
\begin{equation}
\frac{d\sigma^2}{dt}=-2\,\mathrm{Cov}(Z,D)+\langle I_e+I_i\rangle .
\label{eq:var}
\end{equation}
The last term is the noise source: each event adds $(\pm1)^2=1$, so electron and ion events add rather than cancel. In the steady state $\langle D\rangle=0$, hence $\langle I_e\rangle=\langle I_i\rangle$ and
\begin{equation}
\mathrm{Cov}(Z,D)=\langle I_e\rangle .
\label{eq:exact}
\end{equation}
This identity holds for any rates that allow a steady distribution with convergent moments.

\section*{(b) Variance near the steady charge}

\textit{Expand the rates about $Z_0$ and find the steady variance, its growth from a known charge, and the memory time of the noise. Find the leading shift of the mean.}

\textbf{Solution.} Put $z=Z-Z_0$. If the rates change little over the spread $\sigma$, then to leading order $D\simeq\nu z$ and $I_e+I_i\simeq2I_0$. The moment equations become
\begin{equation}
\frac{d\langle z\rangle}{dt}=-\nu\langle z\rangle,\qquad
\frac{d\sigma^2}{dt}=-2\nu\sigma^2+2I_0 .
\end{equation}
For $\nu>0$, setting $d\sigma^2/dt=0$ gives
\begin{equation}
\boxed{\ \sigma^2=\frac{I_0}{\nu}=\frac{I_0}{I_i'(Z_0)-I_e'(Z_0)}\ }
\label{eq:main}
\end{equation}
Random arrivals spread the charge at a rate set by $I_0$, while the slope pulls it back. For a grain whose charge at $t=0$ is known exactly and lies near $Z_0$, the initial variance is zero and the solution is
\begin{equation}
\sigma^2(t)=\frac{I_0}{\nu}\left(1-e^{-2\nu t}\right).
\end{equation}
In the steady state, a grain found at displacement $z(0)$ has later mean displacement $z(0)e^{-\nu t}$. Multiplying by $z(0)$ and averaging gives the autocorrelation
\begin{equation}
\langle z(0)z(t)\rangle=\sigma^2e^{-\nu t}.
\end{equation}
The slope thus sets the relaxation time $1/\nu$ as well as the variance.

For the mean, keep the curvature of $D$ in the condition $\langle D\rangle=0$:
\begin{equation}
0\simeq\nu\langle z\rangle+\tfrac12D''(Z_0)\sigma^2
\quad\Rightarrow\quad
\langle Z\rangle-Z_0\simeq-\frac{D''(Z_0)\,\sigma^2}{2\nu}.
\label{eq:shift}
\end{equation}
Equation~\eqref{eq:main} is accurate when, over the range of charge that contributes to the variance, $D$ stays close to $\nu z$ and $I_e+I_i$ stays close to $2I_0$. A small shift of the mean does not guarantee this: a cubic term in $D$ does not appear in Eq.~\eqref{eq:shift}, yet it can control the variance if $\nu$ is small.

\section*{(c) What must be held fixed, and what if the slope vanishes?}

\textit{Does a larger slope always mean less noise? Treat the case $\nu=0$ with $D=bz^3$, $b>0$, and $I_e+I_i=2I_0$.}

\textbf{Solution.} Since both rates equal $I_0$ at $Z_0$,
\begin{equation}
\frac1{\sigma^2}=\frac{\nu}{I_0}=\frac{I_i'}{I_i}-\frac{I_e'}{I_e}
=\left.\frac{d}{dZ}\ln\frac{I_i}{I_e}\right|_{Z_0}.
\label{eq:log}
\end{equation}
At fixed $I_0$ the variance is inversely proportional to the slope. If instead both rates are multiplied by a common factor, $\nu$ and $I_0$ grow together and $\sigma^2$ is unchanged. A rise in plasma density does this when $n_i/n_e$, the temperatures and the grain are held fixed: the charge fluctuates faster, but not less.

When $\nu=0$, Eq.~\eqref{eq:main} diverges, but the true variance may be finite. In a steady one-step process the net probability flow between $Z$ and $Z+1$ is the same for every $Z$, and it vanishes far away. It is therefore zero everywhere:
\begin{equation}
I_e(Z)P(Z)=I_i(Z+1)P(Z+1).
\end{equation}
Take the logarithm. With $I_e=I_0-bz^3/2$ and $I_i=I_0+bz^3/2$, and for $|bz^3|\ll I_0$ and a broad distribution,
\begin{equation}
\frac{d\ln P}{dz}\simeq\ln\frac{I_e}{I_i}\simeq-\frac{bz^3}{I_0}
\quad\Rightarrow\quad P\propto e^{-cz^4},\qquad c=\frac{b}{4I_0}.
\end{equation}
Substituting $s=cz^4$, so that $dz=\tfrac14c^{-1/4}s^{-3/4}ds$, gives
\begin{equation}
\sigma^2=\frac{\int_0^\infty z^2e^{-cz^4}dz}{\int_0^\infty e^{-cz^4}dz}
=\frac{c^{-3/4}\,\Gamma(3/4)}{c^{-1/4}\,\Gamma(1/4)}
=\sqrt{\frac{4I_0}{b}}\;\frac{\Gamma(3/4)}{\Gamma(1/4)} .
\end{equation}
For $b/I_0=10^{-5}$ this is 213.76. The discrete distribution, restricted to $|z|\le55$ so that both rates stay positive, has variance 213.79. The cubic growth of the restoring rate now limits the noise. If $\nu<0$, small displacements grow, $Z_0$ is not a stable charge, and Eq.~\eqref{eq:main} has no meaning there.

\section*{(d) Collection rates of a sphere}

\textit{Find $I_e$ and $I_i$ for an isolated negative sphere of radius $a$ in a plasma with Maxwellian electrons and ions.}

\textbf{Solution.} Assume that particles arrive from far away without collisions, and that $a$ is much smaller than the screening length and the electron gyroradius. Near the grain the potential is then that of a point charge, with surface value $\phi_a=-eZ/(4\pi\varepsilon_0a)$.

Take a particle of charge $q$, mass $m$, distant speed $v$, energy $E=mv^2/2$ and impact parameter $b_p$. At its closest distance $r$ its velocity is tangential, $v_r=vb_p/r$ by angular momentum. Energy conservation, $E=E(b_p/r)^2+q\phi_a a/r$, gives
\begin{equation}
b_p^2=r^2-\frac{q\phi_a}{E}\,a\,r .
\end{equation}
At allowed turning points $b_p^2$ increases with $r$, so the particles that hit the grain are those with $b_p$ below its value at $r=a$. The capture area is
\begin{equation}
\pi a^2\left(1-\frac{q\phi_a}{E}\right),
\end{equation}
and it is zero if $q\phi_a>E$. This is the orbital-motion-limited (OML) model.

The rate is the density times the average of speed times capture area. Let $s=v/\sqrt{2kT/m}$, whose distribution is $(4/\sqrt\pi)s^2e^{-s^2}$, and let $W=|q\phi_a|/kT$, so that $|q\phi_a|/E=W/s^2$. For attracted ions
\begin{equation}
\frac{4}{\sqrt\pi}\int_0^\infty(s^3+Ws)e^{-s^2}ds=\frac{2}{\sqrt\pi}(1+W).
\end{equation}
For repelled electrons only $s^2>W$ contributes. With $t=s^2$,
\begin{equation}
\frac{4}{\sqrt\pi}\int_{\sqrt W}^\infty(s^3-Ws)e^{-s^2}ds
=\frac{2}{\sqrt\pi}\int_W^\infty(t-W)e^{-t}dt=\frac{2}{\sqrt\pi}e^{-W}.
\end{equation}
The factor $(2/\sqrt\pi)\sqrt{2kT/m}=\sqrt{8kT/\pi m}$ is the mean speed, written $v_e$ or $v_i$. With
\begin{equation}
u=\frac{e^2}{4\pi\varepsilon_0a\,kT_e},\qquad \tau=\frac{T_e}{T_i},
\end{equation}
$W$ is $uZ$ for electrons and $\tau uZ$ for ions, so for $Z\ge0$
\begin{equation}
I_e=\pi a^2n_ev_e\,e^{-uZ},\qquad I_i=\pi a^2n_iv_i(1+\tau uZ).
\label{eq:oml}
\end{equation}

\section*{(e) Variance for these rates}

\textit{Evaluate the slope and variance. Which species provides the restoring action, and how does the accuracy depend on grain size?}

\textbf{Solution.} Let $x=uZ_0$ and $w=x+1/\tau$. The logarithmic slopes are
\begin{equation}
\frac{I_e'}{I_e}=-u,\qquad
\frac{I_i'}{I_i}=\frac{\tau u}{1+\tau x}=\frac{u}{w}.
\end{equation}
An extra electron repels later electrons and attracts ions, so both terms restore the charge. Equation~\eqref{eq:log} gives
\begin{equation}
\nu=I_0u\left(1+\frac1w\right),\qquad
\sigma^2=\frac1u\,\frac{w}{1+w}.
\label{eq:omlvar}
\end{equation}
Multiplying by $e^2$ and using $e^2/u=CkT_e$ with $C=4\pi\varepsilon_0a$, the variance of the charge itself is
\begin{equation}
\sigma_Q^2=CkT_e\,\frac{w}{1+w}.
\end{equation}
For $w\gg1$ the ion slope is negligible and $\sigma_Q^2\to CkT_e$. For $w\ll1$ the ion slope dominates and $\sigma_Q^2\to wCkT_e$. In argon with $n_e=n_i$, $w$ is still about 1 at $\tau=10^4$, so this limit needs $n_e\ll n_i$. It then holds only while $Z_0$ lies several $\sigma$ above zero, because the rates of Eq.~\eqref{eq:oml} apply for $Z\ge0$ alone.

For $n_e=n_i$ the steady condition is $v_ee^{-x}=v_i(1+\tau x)$, which does not contain $a$. At fixed plasma, $Z_0$ and $\sigma^2$ are therefore proportional to $a$, and the relative noise $\sigma/Z_0$ to $a^{-1/2}$.

The size of the error follows from counting powers of $u\propto1/a$. Each derivative of a rate brings one factor $u$, so $\nu\sim uI_0$, $\sigma^2\sim1/u$ and the mean shift is of order one. Using $f=z^3$ in Eq.~\eqref{eq:f}, with $\langle D\rangle=0$, gives $\langle z^2D\rangle=\langle z(I_e+I_i)\rangle$, or
\begin{equation}
\nu\langle z^3\rangle+\tfrac12D''\langle z^4\rangle\simeq2I_0\langle z\rangle+(I_e'+I_i')\sigma^2 .
\end{equation}
Since $\langle z^4\rangle\sim u^{-2}$, all terms other than the first are of order $I_0$, so $\langle z^3\rangle\sim1/u$. Because $\langle D\rangle=0$, the covariance in Eq.~\eqref{eq:exact} equals $\langle zD\rangle$, and $\langle z^2\rangle=\sigma^2+\langle z\rangle^2$. The omitted terms, namely $\nu\langle z\rangle^2$, $D''\langle z^3\rangle/2$, $D'''\langle z^4\rangle/6$, $I_e'\langle z\rangle$ and $I_e''\sigma^2/2$, are then all of order $uI_0$. The relative error of $\sigma^2$ is of order $u$ and should fall as $1/a$.

\section*{(f) A grain near an argon magnetron}

\textit{Evaluate the noise for $a=50$ nm, $n_e=n_i=10^{10}$ cm$^{-3}$, $T_e=3$ eV and $T_i=0.03$ eV. Test the dependence on slope.}

\textbf{Solution.} Here $\tau=100$ and $u=0.00960$. The mean speeds are $v_e=1.159\times10^8$ cm/s and $v_i=4.296\times10^4$ cm/s. The steady condition has the root $x=2.411$: its left side is $1.159\times10^8\,e^{-2.411}$ and its right side $4.296\times10^4\times242.1$, both $1.04\times10^7$ cm/s. Hence $w=2.421$ and
\begin{align}
Z_0&=x/u=251.2,\qquad \phi_a=-xkT_e/e=-7.23\ \mathrm{V},\\
I_0&=\pi a^2n_iv_i(1+\tau x)=8.17\times10^6\ \mathrm{s^{-1}},\\
\nu&=8.17\times10^6\times0.00960\times(1+1/2.421)=1.11\times10^5\ \mathrm{s^{-1}},\\
\sigma^2&=\frac{1}{0.00960}\times\frac{2.421}{3.421}=73.7,\qquad \sigma=8.6 .
\end{align}
The rms charge noise is 8.6 electrons, or $1.38\times10^{-18}$ C: 3.4\% of the steady charge. One electron changes the surface potential by $ukT_e/e=28.8$ mV, so the rms potential noise is 247 mV. The relaxation time $1/\nu$ is 9.0 $\mu$s. Zero charge lies about 29 standard deviations away, so using the negative-grain rates throughout is safe.

The steady distribution of the full discrete process has variance 73.76, against 73.72 from the slope. A simulation of one million single events gives 74.3, with a relative standard error of 1.7\%. For radii of 12.5, 25 and 50 nm in the same plasma, the exact variance exceeds the slope formula by 0.232\%, 0.116\% and 0.058\%, which is the expected $1/a$ fall. For the mean, $D''=-u^2I_0$ in Eq.~\eqref{eq:shift} gives a shift of $u^2\sigma^4/2=0.2504$ electron; the discrete process gives 0.2505.

To isolate the slope, keep $Z_0$, $I_0$ and the ion rate fixed, and replace the electron rate by $I_0e^{-gu(Z-Z_0)}$. The number $g$ multiplies the electron slope at $Z_0$. The variances of the full discrete process are:
\begin{center}
\begin{tabular}{ccc}
$g$ & total slope$/\nu$ & variance\\
0 & 0.292 & 252.2\\
0.5 & 0.646 & 114.2\\
1 & 1 & 73.8\\
2 & 1.708 & 43.2
\end{tabular}
\end{center}
The product of the last two columns stays near 73.7, as the inverse law requires. The row $g=0$ shows that ions supply 29\% of the restoring slope and electrons the other 71\%, although the two species arrive equally often.

\section*{(g) When an ion event changes the charge by two}

\textit{Suppose a fraction $\gamma$ of the arriving ions each releases one secondary electron, which the negative grain repels. Find the new variance.}

\textbf{Solution.} The ion removes one unit of $Z$ and the emitted electron another. The jumps are now $+1$ at rate $I_e$, $-1$ at rate $(1-\gamma)I_i$ and $-2$ at rate $\gamma I_i$. The mean falls at rate $\langle D_\gamma\rangle$, where
\begin{equation}
D_\gamma=(1-\gamma)I_i+2\gamma I_i-I_e=(1+\gamma)I_i-I_e .
\end{equation}
The noise source in Eq.~\eqref{eq:var} is the sum of rate times squared jump:
\begin{equation}
I_e+(1-\gamma)I_i+4\gamma I_i=I_e+(1+3\gamma)I_i .
\end{equation}
At the new steady charge $I_e=(1+\gamma)I_i\equiv J$. Balancing $2D_\gamma'\sigma^2$ against the source gives
\begin{equation}
\sigma^2=\frac{J}{2D_\gamma'}\left[1+\frac{1+3\gamma}{1+\gamma}\right]
=\frac{1+2\gamma}{1+\gamma}\,\frac{J}{D_\gamma'} .
\end{equation}
Because $D_\gamma'/J=I_i'/I_i-I_e'/I_e$, the last factor is again the inverse logarithmic slope, taken at the new charge. For $\gamma=0.1$ the prefactor is $1.2/1.1=1.09$. In the example the mean charge falls to 244 electrons, which slightly lowers the second factor, and the rms noise rises by 4.0\%. The logarithmic slope alone no longer fixes the variance: the size of the jumps enters too.

\section*{(h) How far does a real magnetron depart from the model?}

\textit{Estimate how several of the assumptions affect these numbers.}

\textbf{Solution.} The parameters are rough values for the region downstream of an argon magnetron at 5 mTorr and 300 G. The electron temperature enters directly through $\sigma_Q^2=CkT_e\,w/(1+w)$: 4 eV in place of 3 eV raises the rms noise by 15\%. The assumption of thermal ions is also uncertain, since ions are accelerated as they leave the plasma. If they all arrive with directed energy $kT_e/2$, the ion rate is proportional to $1+2uZ$, and $w$ becomes $x+1/2$. The mean charge rises from 251 to 406 electrons, but the rms noise by just 7.3\%, because $w/(1+w)$ varies slowly. A hot tail holding 1\% of the electrons at 15 eV raises the noise by 5.1\% if arriving electrons release no secondaries (rough yields of 0.3 for the hot and 0.08 for the bulk electrons would reduce this to about 4\%), and a model of image forces on a conducting grain by about 2\%. A rough estimate of ions trapped after charge exchange, with an assumed cross-section of $10^{-14}$ cm$^2$, lowers it by 0.9\%. Doubling either the cross-section or the screening length makes this about 1.7\%, and doubling both about 3\%. In that estimate the extra ion current is proportional to gas pressure, so it matters more in sources run at much higher pressure. These changes were computed one at a time and need not add.

The length conditions of part (d) are well met: $a$ is 0.4\% of the 12.8 $\mu$m screening length and $2.3\times10^{-4}$ of the 220 $\mu$m electron gyroradius. The magnetic field therefore hardly bends electron orbits on the scale of the grain, though it can still shape the density and energy distribution of the electrons that reach it. In linear theory, screening raises the capacitance, and with it the variance, by 0.4\%, which exceeds the 0.058\% error of the slope formula. The distance $\tau xa=12$ $\mu$m, at which the unscreened energy of an ion equals $kT_i$, is as large as the screening length, so that length is itself only an estimate. Field emission is negligible at the surface field of 1.45 MV/cm: for a 4.5 eV work function, a uniform field of this strength would give a tunnelling factor of about $e^{-451}$, and the field of a sphere falls with distance, which widens the barrier and makes the factor smaller still. Many grains together deplete the electrons; at 251 electrons per grain, 1\% depletion occurs at $4\times10^5$ grains per cm$^3$.

Fluctuations of the plasma itself are outside the model and were not sized. The charge follows changes much slower than 9 $\mu$s, so such changes add to the variance if they are independent of the arrival noise and alter the steady charge. The 8.6 electrons found here are the part due to discrete collection in a constant plasma. The numerical output lists the values used.

\section*{Table of computed values}
\begin{verbatim}
grain radius: 50 nm
plasma density: 1.0e+10 cm^-3
Te, Ti: 3.00, 0.03 eV; tau = 100
pressure: 5 mTorr; field: 300 G
mean speeds, electron, ion: 1.159e+08, 4.296e+04 cm/s
u = 0.009600; x = 2.4111; x+1/tau = 2.4211
steady charge Z0: 251.16 electrons
surface potential: -7.233 V
event rate I0 of each kind: 8.1679e+06 1/s
charging-rate slope: 1.1080e+05 1/s
relaxation time: 9.03 us
variance, slope formula: 73.720 electrons^2
variance, exact chain: 73.763 electrons^2
variance, event simulation: 74.30 electrons^2
simulation relative standard error: 1.7 %
rms charge: 8.586 electrons = 1.376e-18 C
relative rms charge: 3.42 %
rms surface potential: 247.3 mV
variance / (C k Te): 0.7077
mean shift, exact: 0.2505 electrons
mean shift, formula: 0.2504 electrons
variance error at 12.5 nm: 0.2319 %
variance error at 25.0 nm: 0.1160 %
variance error at 50.0 nm: 0.0580 %
variance growth at half relaxation time: 0.6318
  formula: 0.6321
autocorrelation at relaxation time: 0.3680
  formula: 0.3679
electron slope x0.0: total slope x0.2923, variance 252.20
electron slope x0.5: total slope x0.6462, variance 114.15
electron slope x1.0: total slope x1.0000, variance 73.76
electron slope x2.0: total slope x1.7077, variance 43.19
cubic case b/I0 = 1e-05: variance 213.79
  cubic formula: 213.76
assumed hot tail: 1 % at 15 eV
assumed secondary yield: 0.10
assumed ion-neutral area: 1e-14 cm^2
ion free path: 7.21 mm
ion drift at Bohm energy: mean Z 405.8, rms change +7.27 %
ion-neutral collisions: mean Z 248.2, rms change -0.90 %
hot-electron tail: mean Z 262.3, rms change +5.05 %
image forces: mean Z 262.6, rms change +1.71 %
secondary emission: mean Z 244.4, rms change +4.00 %
screening length: 12.81 um; a/length 0.00390
ion capture radius: 0.778 um
electron gyroradius: 219.7 um
a/gyroradius: 2.28e-04
ion transit/relaxation time: 0.00330
surface field: 1.447 MV/cm
tunnel exponent at 4.5 eV: 451
dust density for 1 % depletion: 3.98e+05 cm^-3
\end{verbatim}
